\section*{Energy shift of a bound subband caused by a distant hard wall}

\section{The wall at the end of the grid}

A Schr\"odinger--Poisson calculation works on a finite grid, and the usual condition at its far end is that the wave function vanishes there. That condition is a hard wall which the device does not contain. If it stands too close, the subband energies are wrong, and refining the grid step does not reveal the error, because the calculation converges to the levels of the wrong problem. In a fixed potential every level comes out too high. In the electron layer treated below, with its potential held fixed, a wall 60~\AA\ from the interface raises the lowest subband by 0.79~meV, while one at 100~\AA\ raises it by 0.38~$\mu$eV. A formula for this shift shows where the wall may stand without repeated trial.

First-order perturbation theory gives no help, since the expectation value of an infinite potential step in the unperturbed state is infinite. The true shift is finite and exponentially small.

\section{Setting and exact relations}

Atomic units are used in the algebra. The electron has constant mass $m$ and moves on $z>0$ in a fixed, smooth potential $V(z)$, with a hard interface at $z=0$. Let $\psi$ be a real normalized bound state with energy $E_0$. Beyond its last turning point $z_t$ define
\begin{equation}
\kappa(z)=\sqrt{2m[V(z)-E_0]},\qquad \psi''=\kappa^2\psi .
\label{kappa}
\end{equation}
A second hard wall is placed at $z=L$, deep in this region, and the level moves to $E_L=E_0+\Delta E$.

For any energy $E$, let $u(z;E)$ solve
\begin{equation}
-\frac{1}{2m}u''+Vu=Eu,\qquad u(0)=0,\quad u'(0)=\text{const},
\label{u}
\end{equation}
with the same constant at every $E$. The level with the wall is fixed by
\begin{equation}
u(L;E_L)=0 .
\label{quant}
\end{equation}
Let $w=\partial u/\partial E$. Differentiating (\ref{u}) with respect to $E$ gives $-w''/2m+(V-E)w=u$, with $w(0)=w'(0)=0$. Multiply this by $u$, multiply (\ref{u}) by $w$, and subtract. The potential cancels, leaving $w''u-wu''=-2mu^2$. The left side is the derivative of $w'u-wu'$, which vanishes at $z=0$, so
\begin{equation}
w'u-wu'=-2m\int_0^z u^2\,dz' .
\label{wronskian}
\end{equation}

The sign of the shift follows at once. Differentiating (\ref{quant}) with respect to $L$ gives $u'(L)+w(L)\,dE_L/dL=0$. At $E=E_L$ we have $u(L)=0$, and (\ref{wronskian}) becomes $w(L)u'(L)=2m\int_0^Lu^2$. Hence
\begin{equation}
\frac{dE_L}{dL}=-\frac{u'(L;E_L)^2}{2m\int_0^L u^2\,dz}<0 .
\label{hadamard}
\end{equation}
The level falls steadily as the wall recedes and tends to $E_0$, so $\Delta E>0$ at every finite $L$. This holds for a fixed $V$; a potential that responds to the electrons is another matter, taken up below.

\section{The shift to leading order}

Scale $u$ so that $u(z;E_0)=\psi(z)$. Expanding (\ref{quant}) to first order in $\Delta E$ gives $\psi(L)+\Delta E\,w(L)=0$, which is one Newton step from $E_0$. To find $w(L)$, divide (\ref{wronskian}) by $\psi^2$:
\begin{equation}
\left(\frac{w}{\psi}\right)'=-\frac{2mP(z)}{\psi^2},\qquad P(z)=\int_0^z\psi^2\,dz' .
\label{ratio}
\end{equation}
For the lowest state $\psi$ has no node at $z>0$, and near $z=0$ the ratio $P/\psi^2$ vanishes like $z/3$. Integration from 0 to $L$ then gives
\begin{equation}
\Delta E_{\rm N}=-\frac{\psi(L)}{w(L)}=\left[2m\int_0^L\frac{P}{\psi^2}\,dz\right]^{-1}.
\label{newton}
\end{equation}
For an excited state the integral starts at a point $b$ beyond the last node. The constant $w(b)/\psi(b)$ that is left over does not depend on $L$, whereas the integral grows exponentially with $L$, so the constant drops out at leading order.

Deep in the tail $P\to1$, and the task is to evaluate $I=\int_b^L dz/\psi^2$. Introduce the growing partner of $\psi$ and the product of the two,
\begin{equation}
\chi(z)=\psi(z)\int_b^z\frac{dz'}{\psi^2},\qquad \psi\chi'-\psi'\chi=1,\qquad \rho=\psi\chi .
\end{equation}
Then $I=\rho(L)/\psi(L)^2$. Both factors obey $y''=\kappa^2y$, so $\rho''=2\kappa^2\rho+2\psi'\chi'$. Also
\begin{equation}
\rho'^2-1=(\psi\chi'+\psi'\chi)^2-(\psi\chi'-\psi'\chi)^2=4\rho\,\psi'\chi' .
\end{equation}
Eliminating $\psi'\chi'$ between these two relations yields
\begin{equation}
4\kappa^2\rho^2=1+2\rho\rho''-\rho'^2 .
\label{rho}
\end{equation}
If $\kappa$ varies slowly over the distance $1/\kappa$, the derivative terms are small and $\rho\simeq1/2\kappa$. Inserting $\rho'=-\kappa'/2\kappa^2$ and $\rho''=\kappa'^2/\kappa^3-\kappa''/2\kappa^2$ on the right gives the next approximation,
\begin{equation}
\rho=\frac{1}{2\kappa}\left[1+\frac{3\kappa'^2}{8\kappa^4}-\frac{\kappa''}{4\kappa^3}+\dots\right].
\label{rho2}
\end{equation}
There is no term linear in $\kappa'$, because every correction in (\ref{rho}) carries two derivatives. With $\Delta E\simeq1/(2mI)=\psi(L)^2/[2m\rho(L)]$ the leading result is
\begin{equation}
\boxed{\;\Delta E\simeq\frac{\kappa(L)\,\psi(L)^2}{m}\;}
\qquad\text{or}\qquad \Delta E\simeq\frac{\hbar^2\kappa(L)\,\psi(L)^2}{m}
\label{law}
\end{equation}
in ordinary units. Only quantities of the unconfined state at the position of the wall appear.

The slope at the wall shows how this comes about. The correction $\Delta E\,w$ is a growing wave that equals $-\psi(L)$ at $L$, and its slope there is $-\kappa\psi(L)$, the same as that of $\psi$ itself. The wave function therefore meets the wall with slope $-2\kappa\psi(L)$, twice the free value. Put into (\ref{hadamard}), this gives $dE_L/dL=-2\kappa^2\psi^2/m$. Since $d\psi^2/dL\simeq-2\kappa\psi^2$, integration from $L$ to infinity returns (\ref{law}).

\section{Size of the corrections}

Besides the gradient terms in (\ref{rho2}) there are two corrections of higher order in $\Delta E$. Both are governed by
\begin{equation}
\tau=\int_{z_t}^{L}\frac{m}{\kappa}\,dz=-\frac{\partial S}{\partial E},\qquad S=\int_{z_t}^L\kappa\,dz .
\label{tau}
\end{equation}

The first comes from replacing $P$ by 1. In the tail $1-P\simeq\psi^2/2\kappa$, so the integral in (\ref{newton}) is smaller than $I$ by about $\int dz/2\kappa=\tau/2m$. Relative to $I\simeq1/(2m\Delta E)$ this is $\Delta E\,\tau$, and $\Delta E_{\rm N}$ is larger than $1/(2mI)$ by that fraction.

The second comes from the quadratic term of the expansion of (\ref{quant}). At $L$ the derivative $w$ is dominated by the growing wave, proportional to $e^{S}$, so $\partial w/\partial E\simeq-2\tau w$. The factor 2 arises because $u$ contains the growing wave with an amplitude $B(E)$ that vanishes at $E_0$, and the second derivative of $B\,e^{S}$ there is $2B'\,\partial_E e^{S}$ plus a term in $B''$ without the factor $\tau$. Then $0=\psi+w\,\Delta E-\tau w\,\Delta E^2$, or
\begin{equation}
\Delta E\simeq\Delta E_{\rm N}(1+\Delta E\,\tau).
\label{second}
\end{equation}
Collecting all three corrections,
\begin{equation}
\Delta E=\frac{\kappa\psi^2}{m}\left[1-\frac{3\kappa'^2}{8\kappa^4}+\frac{\kappa''}{4\kappa^3}+2\Delta E\,\tau+\dots\right]_{z=L},
\label{full}
\end{equation}
where terms of relative order $\Delta E/\omega$ are dropped, $\omega$ being the classical angular frequency in the well. The law fails when the wall approaches the turning point, when the level is so weakly bound that $\kappa L$ is not large, or when $V$ dips again before $L$ and holds a second state so close in energy that the wall shifts that state by an amount not small against the spacing of the two levels.

\section{Semiclassical form and two solvable wells}

In the allowed region the WKB state is $\psi\simeq Ck^{-1/2}\sin(\dots)$ with $k=\sqrt{2m(E_0-V)}$. Replacing $\sin^2$ by its mean, normalization requires $\frac12C^2\int dz/k=1$. A full classical period is $2\pi/\omega=2\int m\,dz/k$, so $C^2=2m\omega/\pi$. Connection through a linear turning point gives $\psi\simeq\frac12C\kappa^{-1/2}e^{-S}$ in the tail. Equation (\ref{law}) becomes
\begin{equation}
\Delta E\simeq\frac{\omega}{2\pi}\,e^{-2S}.
\label{wkb}
\end{equation}
The prefactor is $\hbar$ divided by the classical period, and the exponent counts the path to the wall and back. Moving the wall outward by $\ln10/2\kappa$ reduces the shift about tenfold.

\paragraph{Linear well.} For $V=Fz$, take $\ell=(\hbar^2/2mF)^{1/3}$ as the unit of length and $F\ell$ as the unit of energy, and let $X$ be the distance from turning point to wall. Then $\kappa=\sqrt X$, so $\kappa'^2/\kappa^4=1/4X^3$ and $\kappa''/\kappa^3=-1/4X^3$. The gradient terms in (\ref{full}) add up to $-5/(32X^3)$. At $X=6$ this is $-0.07\%$, and the ratio of the exact shift to (\ref{law}) is 0.9993 for the first and the third level alike. The semiclassical form is $e^{-4X^{3/2}/3}/(2\sqrt{e_n})$, with $e_n$ the scaled energy; for the lowest level at $X=6$ the exact shift is 0.976 times this.

\paragraph{Well with a flat tail.} Let $V=-\mathrm{sech}^2z$ on the whole line with $m=1$. The bound state is $\psi=\mathrm{sech}\,z/\sqrt2$ with $E_0=-\frac12$. With a wall at $L$, the function $\phi=e^{kz}(k-\tanh z)$ satisfies $\phi''=(k^2-2\,\mathrm{sech}^2z)\phi$, as two differentiations show, and it decays to the left. It vanishes at $L$, with no earlier node, if $k=\tanh L$. Hence $E_L=-\frac12\tanh^2L$ and
\begin{equation}
\Delta E=\tfrac12\,\mathrm{sech}^2L=\psi(L)^2 .
\end{equation}
This is (\ref{law}) with the asymptotic value $\kappa=1$. The local value is $\kappa(L)=\sqrt{1-2\,\mathrm{sech}^2L}$, which changes the result by a relative amount $\mathrm{sech}^2L$, of the order of $\Delta E$ itself. At $L=2$ the shift is 0.0353, and the local $\kappa$ would give a value 7\% lower. The corrections in (\ref{full}) cannot be used for this well. Its potential changes over a distance comparable with $1/\kappa$, so the expansion (\ref{rho2}) misses a term of relative order $L\,\Delta E$, which cancels the growth of $2\Delta E\,\tau$ with $L$.

\section{An electron layer in SnO$_2$}

Consider the channel of an SnO$_2$ thin-film transistor at 300~K. Rough material values are a mass of $0.30\,m_e$ and a relative permittivity of 12. The sheet density is chosen as $5\times10^{12}$~cm$^{-2}$ and the field behind the electrons as 0.002~eV/\AA. The field at the interface is then 0.0095~eV/\AA, or 0.95~MV/cm. The potential is the self-consistent Hartree potential with thermally filled subbands and $V(0)=0$; it is now held fixed while the wall is inserted.

The lowest level lies at $E_0=0.2162$~eV, with its turning point at 30.6~\AA. With $\hbar^2/2m=12.70$~eV\,\AA$^2$, the law reads $\Delta E=2(12.70)\,\kappa\psi^2$. For a wall at 80~\AA, $\kappa=0.0965$~\AA$^{-1}$ and $\psi^2=9.92\times10^{-6}$~\AA$^{-1}$, so
\begin{equation}
\Delta E\simeq25.40\times0.0965\times9.92\times10^{-6}=2.43\times10^{-5}\ \text{eV}.
\end{equation}
Direct diagonalization with and without the wall gives $2.42\times10^{-5}$~eV, that is, 24~$\mu$eV. The semiclassical estimate, with $\hbar\omega/2\pi=0.0218$~eV and $2S=6.70$, is $2.67\times10^{-5}$~eV, 10\% too high.

The small errors of the law follow from (\ref{full}). Where $V$ is nearly linear, $\kappa''=-\kappa'^2/\kappa$ and the gradient terms are $-\frac58(\kappa'/\kappa^2)^2$. At 100~\AA\ the slope of $V$ is about 0.0020~eV/\AA, which gives $\kappa'/\kappa^2\approx0.06$ and a correction of $-0.2\%$; the law is indeed 0.2\% too high there. At 60~\AA\ the gradient terms are about $-2.4\%$, but the shift is no longer tiny. The Cauchy--Schwarz inequality gives $\int dz/\kappa\ge(L-z_t)^2/S$, hence $\tau\ge21$~eV$^{-1}$ and $2\Delta E\,\tau\ge3.3\%$. Direct integration gives $\tau=27$~eV$^{-1}$ and $2\Delta E\,\tau=4.3\%$. The second effect wins, and the law comes out 1.4\% too low; the terms kept in (\ref{full}) sum to 1.9\%, so this close to the turning point they give the sign and the rough size only.

To keep the shift of each level below 1~$\mu$eV in this fixed potential, the wall must stand at 96~\AA\ (9.6~nm) for the first subband, but at 134, 162 and 186~\AA\ for the second, third and fourth. Each higher level has a farther turning point and a slower decay, so the highest subband that matters sets the size of the box.

\section{When the potential responds}

If the Poisson equation is solved again with the wall at 80~\AA, the lowest level at 300~K moves down by 0.34~meV, against the upward 0.024~meV at fixed potential. The Hartree part of the potential is proportional to $\int n(z')\min(z,z')\,dz'$, with $n$ the electron density, and it decreases when charge moves toward the interface. The wall forces such a move: the mean depth of the electrons falls from 23.2 to 22.6~\AA. The third subband, at 0.366~eV, lies above $V(80\,\text{\AA})=0.334$~eV, so for it the wall stands in the allowed region, and for the second subband, with 6\% of the electrons, it stands not far inside the forbidden region. With the wall at 100~\AA\ the first level still moves down by about 0.07~meV, so the 96~\AA\ found above for a shift of 1~$\mu$eV at fixed potential does not give that accuracy in a self-consistent calculation.

At 30~K, with the same density, back field and wall, practically all electrons are in the first subband and the self-consistent shift is $-0.017$~meV, twenty times smaller than at 300~K. The thermally filled upper subbands thus cause most of the response. The sign is still negative, so the upward direction proved in (\ref{hadamard}) does not carry over to a self-consistent level measured from the interface.

\section{The model beside a real channel}

The interface field implies about 2.9~MV/cm in a silicon dioxide gate insulator (relative permittivity near 3.9), below its breakdown field of roughly 10~MV/cm. The band bending at the wall, 0.3 to 0.4~eV, is far below the gap of about 3.6~eV, so interband tunnelling plays no part over this distance. Other neglected effects change the fixed-potential shift at 80~\AA\ as follows, each taken alone.
\begin{itemize}
\item The mass along the other crystal direction, roughly $0.23\,m_e$, raises it to $1.4\times10^{-4}$~eV, a factor of 5.6, in the unchanged potential. With the potential recomputed for that mass the shift is $1.0\times10^{-4}$~eV, and $7\times10^{-5}$~eV if the permittivity is also lowered to 9.6.
\item A finite gate barrier of 3~eV with oxide mass $0.5\,m_e$ lowers the level by 17~meV and the shift to $8\times10^{-6}$~eV.
\item Two-band decay, $\kappa^2\to\kappa^2[1-(V-E_0)/E_g]$ with $E_g$ the gap, multiplies it by 1.07 if applied in the tail alone. The same dispersion inside the well lowers the level by about 1.6~meV, and the net factor is then about 0.95.
\item Exchange at the Fermi wave vector of a layer of zero thickness is 43~meV at zero temperature; at 300~K it is 37~meV, and about 25~meV once the thickness of the layer is included. Take the largest figure, 43~meV. Raising the barrier by that much throughout the tail multiplies the factor $e^{-2S}$ by 0.11; the accompanying changes of the level and the prefactor are not included. This overstates the effect: with a local-density exchange term included in the self-consistent potential, the shift is multiplied by about 0.6.
\end{itemize}
Correlation, image forces and disorder are left out. At fixed mass, a factor of ten in the shift corresponds to only 10 to 12~\AA\ of wall position here. The lighter mass, which gives the largest increase in this list, moves the wall position for a 1~$\mu$eV shift outward by about 12~\AA\ for the first subband and 19~\AA\ for the fourth, so the margin should be chosen for the highest subband that matters.

The assumption most at risk is the empty tail with a steady back field. SnO$_2$ films tend to contain residual donors, whose electrons can screen that field. At fixed charge the Hartree potential alone levels off near $0.00754\times23.2\approx0.175$~eV, whereas with the back field the barrier keeps rising. To first order, removing that field lowers the first level by the field times the mean depth of the first subband, about 21~\AA, that is, by roughly $0.002\times21\approx0.04$~eV, to about 0.17~eV. Solving in this frozen Hartree potential puts the level at 0.166~eV, bound by only 9~meV with a decay length of 38~\AA, and the shift at 80~\AA\ rises to $1.8\times10^{-3}$~eV. If the charge is allowed to relax at 300~K without the back field, it spreads outward and the potential keeps rising slowly beyond that plateau: the level lies at 0.183~eV, $V(80\,\text{\AA})$ near 0.245~eV, and the shift at 80~\AA\ in that potential is about $1.3\times10^{-4}$~eV. In both cases the barrier is lower than before and the tail decays more slowly, so the wall positions above do not apply, and (\ref{law}) becomes accurate only when the wall stands several of these longer decay lengths away. The numerical output follows this section.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sech2 well, wall at 2: shift numeric 0.035325, law 0.035325 (dimensionless)
linear well n=1 X=3: exact 3.0428e-04, exact/law 0.99416, exact/WKB 0.9498
linear well n=1 X=6: exact 9.8522e-10, exact/law 0.99926, exact/WKB 0.9759
linear well n=3 X=3: exact 1.9979e-04, exact/law 0.99382, exact/WKB 0.9583
linear well n=3 X=6: exact 6.4713e-10, exact/law 0.99926, exact/WKB 0.9850
X=4: Newton error/(shift*tau) 0.966, wall slope/(kappa psi) 1.9948
mass 0.3 m_e, other axis 0.23 m_e, eps_r 12.0
gap 3.6 eV, gate barrier 3.0 eV, oxide mass 0.5 m_e
sheet density 5.0e-04 per angstrom^2 = 5.0e+12 cm^-2
back field 0.0020 eV/angstrom
surface field 0.00954 eV/angstrom = 0.954 MV/cm
hbar^2/2m 12.6999 eV angstrom^2, step 0.5 angstrom, box 400 angstrom
subband 1: E 0.21619 eV, share 0.9331
subband 2: E 0.30700 eV, share 0.0594
subband 3: E 0.36594 eV, share 0.0063
subband 4: E 0.41554 eV, share 0.0009
mean electron depth 23.20 angstrom
turning point of subband 1: 30.63 angstrom
hbar*omega/(2 pi) 0.02176 eV
wall 60 angstrom: V 0.2929 eV, kappa 0.07770 1/angstrom, psi^2 3.969e-04 1/angstrom, 2S 3.203
  shift eV: numeric 7.9429e-04, law 7.8341e-04, Newton 7.8136e-04, WKB 8.8404e-04
wall 80 angstrom: V 0.3345 eV, kappa 0.09650 1/angstrom, psi^2 9.915e-06 1/angstrom, 2S 6.704
  shift eV: numeric 2.4196e-05, law 2.4302e-05, Newton 2.4150e-05, WKB 2.6667e-05
wall 100 angstrom: V 0.3748 eV, kappa 0.11175 1/angstrom, psi^2 1.334e-07 1/angstrom, 2S 10.877
  shift eV: numeric 3.7808e-07, law 3.7874e-07, Newton 3.7748e-07, WKB 4.1081e-07
shift at 80 angstrom = 24.196 microeV
wall position for a shift of 1e-06 eV:
  subband 1: 96.0 angstrom = 9.60 nm, numeric shift 9.119e-07 eV
  subband 2: 134.0 angstrom = 13.40 nm, numeric shift 9.167e-07 eV
  subband 3: 162.0 angstrom = 16.20 nm, numeric shift 9.491e-07 eV
  subband 4: 186.0 angstrom = 18.60 nm, numeric shift 9.770e-07 eV
neglected effects, wall at 80 angstrom:
  self-consistent shift at 300 K -3.395e-04 eV, mean depth 22.55 angstrom
  self-consistent shift at 30 K -1.732e-05 eV, subband 1 share 1.000000
  frozen shift with other-axis mass 1.355e-04 eV
  finite gate barrier: level moves -0.01652 eV, wall shift 8.366e-06 eV
  two-band decay multiplies shift by 1.072
  exchange scale (zero-thickness layer) 0.0428 eV, multiplies shift by 0.106
\end{verbatim}
